**First-Born Mott scattering tested against the radial Dirac equation**

The program tests the ingredients of the cross section $(Z\alpha)^2[1-\beta^2\sin^2(\theta/2)]/[4\beta^2p^2\sin^4(\theta/2)]$ and, directly, its screened form, where $Z$ is the nuclear charge number, $p$ the electron momentum, $\beta$ its speed in units of $c$ and $\theta$ the scattering angle. It asserts the spin trace with explicit gamma matrices, and the helicity-conserving and helicity-flip parts with eigenvectors of the Dirac Hamiltonian. The Fourier transform of the screened potential is asserted by quadrature. For a weak screened potential of strength 0.003, it integrates the radial Dirac equation, sums the partial waves and asserts that the mean over both charge signs agrees with the first-Born formula to one part in a thousand. The output shows agreement within $10^{-4}$ at all five angles. For 1 MeV electrons on a bare aluminium nucleus, the Mott value at 90° is 1.090 b/sr. At the full strength $13\alpha$ with the model screening, the partial-wave result at 90° is 1.131 times first Born for electrons and 0.908 times for positrons; the program asserts that these two ratios lie on opposite sides of one.

## Program and output

```python
"""
First-Born Mott scattering of an unpolarized Dirac electron by a fixed charge Z:
  dsigma/dOmega = (Z alpha)^2 / (4 beta^2 p^2 sin^4(theta/2))
                  * (1 - beta^2 sin^2(theta/2)),      hbar = c = 1.
E, p, m: electron energy, momentum, mass; beta = p/E; theta: scattering angle.
With screening V(r) = -strength*exp(-mu r)/r the first-Born result is
  4 strength^2 E^2 (1 - beta^2 sin^2(theta/2)) / (q^2 + mu^2)^2,
  q = 2 p sin(theta/2), strength = Z alpha for an electron.
The formulas are tested with explicit gamma matrices, Hamiltonian eigenvectors,
quadrature, and phase shifts from the radial Dirac equation.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import spherical_jn, spherical_yn, lpmv

# ---------- physical input ----------
alpha = const.fine_structure
mass_mev = const.physical_constants["electron mass energy equivalent in MeV"][0]
u_mev = const.physical_constants["atomic mass constant energy equivalent in MeV"][0]
hbarc = const.hbar * const.c / const.e * 1e9        # MeV fm
Z = 13
kinetic = 1.0                                       # MeV
energy = kinetic + mass_mev
momentum = np.sqrt(energy**2 - mass_mev**2)
beta = momentum / energy
angles = np.array([30.0, 60.0, 90.0, 120.0, 150.0])
theta = np.radians(angles)
E = energy / mass_mev                               # units of electron mass
p = momentum / mass_mev


def spin_factor(th, speed):
    return 1 - speed**2 * np.sin(th / 2)**2


def rutherford(th):
    """Relativistic Rutherford cross section in barn/sr."""
    fm2 = (Z * alpha * hbarc)**2 / (
        4 * beta**2 * momentum**2 * np.sin(th / 2)**4)
    return fm2 / 100


def screened_born(th, strength, mu):
    """First-Born cross section in units of (hbar/mc)^2 per steradian."""
    q2 = 4 * p**2 * np.sin(th / 2)**2
    return 4 * strength**2 * E**2 * spin_factor(th, p / E) / (q2 + mu**2)**2


# ---------- trace with explicit gamma matrices ----------
Es, ps, half = sp.symbols("E p half", positive=True)
ms = sp.sqrt(Es**2 - ps**2)
pauli = [sp.Matrix([[0, 1], [1, 0]]),
         sp.Matrix([[0, -sp.I], [sp.I, 0]]),
         sp.Matrix([[1, 0], [0, -1]])]
gamma0 = sp.diag(1, 1, -1, -1)
gammas = []
for s in pauli:
    g = sp.zeros(4, 4)
    g[0:2, 2:4] = s
    g[2:4, 0:2] = -s
    gammas.append(g)


def slash(vec):
    out = Es * gamma0
    for component, g in zip(vec, gammas):
        out = out - component * g
    return out


p_in = [0, 0, ps]
p_out = [ps * sp.sin(2 * half), 0, ps * sp.cos(2 * half)]
one = sp.eye(4)
trace = ((slash(p_out) + ms * one) * gamma0
         * (slash(p_in) + ms * one) * gamma0).trace()
claimed = 8 * (Es**2 - ps**2 * sp.sin(half)**2)
assert sp.simplify(sp.expand(sp.expand_trig(trace - claimed))) == 0

# ---------- helicity overlaps from Hamiltonian eigenvectors ----------
sigma = [np.array(s.tolist(), dtype=complex) for s in pauli]


def helicity_states(direction, mom):
    """Positive-energy unit vectors, helicity minus then plus (m = 1)."""
    s = sum(n * mat for n, mat in zip(direction, sigma))
    ham = np.kron(np.array([[0, 1], [1, 0]]), mom * s)
    ham = ham + np.diag([1, 1, -1, -1])
    split = 0.1 * np.kron(np.eye(2), s)             # commutes with ham
    return np.linalg.eigh(ham + split)[1][:, 2:]


def helicity_probabilities(th, mom):
    before = helicity_states([0, 0, 1], mom)
    after = helicity_states([np.sin(th), 0, np.cos(th)], mom)
    prob = abs(after.conj().T @ before)**2
    return (prob[0, 0] + prob[1, 1]) / 2, (prob[0, 1] + prob[1, 0]) / 2


for mom in (0.2, p, 30.0):
    en = np.sqrt(1 + mom**2)
    for th in theta:
        keep, flip = helicity_probabilities(th, mom)
        assert abs(keep - np.cos(th / 2)**2) < 1e-10
        assert abs(flip - np.sin(th / 2)**2 / en**2) < 1e-10
        assert abs(keep + flip - spin_factor(th, mom / en)) < 1e-10

# ---------- Fourier transform of the screened Coulomb potential ----------
for q_test, mu_test in ((1.3, 0.8), (2.0, 0.3), (2.0, 0.05)):
    integral = quad(lambda r: np.exp(-mu_test * r), 0, np.inf,
                    weight="sin", wvar=q_test)[0] if mu_test == 0 else \
        quad(lambda r: np.exp(-mu_test * r), 0, 40 / mu_test,
             weight="sin", wvar=q_test, limit=500)[0]
    transform = 4 * np.pi * integral / q_test
    assert abs(transform * (q_test**2 + mu_test**2) / (4 * np.pi) - 1) < 1e-7

# ---------- full scattering from the radial Dirac equation ----------
mu = 0.3                                            # units of electron mass
weak = 0.003
strengths = np.array([weak, -weak, Z * alpha, -Z * alpha])
l_max = 120
kappa = np.concatenate([-np.arange(1, l_max + 2), np.arange(1, l_max + 1)])


def derivatives(r, G, F):
    V = -strengths[:, None] * np.exp(-mu * r) / r
    return (-kappa / r * G + (E + 1 - V) * F,
            kappa / r * F - (E - 1 - V) * G)


def s_matrix(r_end=50.0):
    """exp(2 i phase shift) for each strength (row) and kappa (column)."""
    shape = (len(strengths), len(kappa))
    G = np.broadcast_to((kappa < 0).astype(float), shape).copy()
    F = np.broadcast_to((kappa > 0).astype(float), shape).copy()
    r = 1e-4
    while r < r_end:
        h = min(0.02 * r, 0.006)
        a1, b1 = derivatives(r, G, F)
        a2, b2 = derivatives(r + h / 2, G + h / 2 * a1, F + h / 2 * b1)
        a3, b3 = derivatives(r + h / 2, G + h / 2 * a2, F + h / 2 * b2)
        a4, b4 = derivatives(r + h, G + h * a3, F + h * b3)
        G = G + h / 6 * (a1 + 2 * a2 + 2 * a3 + a4)
        F = F + h / 6 * (b1 + 2 * b2 + 2 * b3 + b4)
        size = abs(G) + abs(F)
        G, F = G / size, F / size
        r += h
    x = p * r
    l_up = np.where(kappa > 0, kappa, -kappa - 1)
    l_low = np.where(kappa > 0, kappa - 1, -kappa)
    ratio = np.sign(kappa) * p / (E + 1)
    G_reg, F_reg = x * spherical_jn(l_up, x), ratio * x * spherical_jn(l_low, x)
    G_irr, F_irr = x * spherical_yn(l_up, x), ratio * x * spherical_yn(l_low, x)
    regular = G * F_irr - F * G_irr
    irregular = G_reg * F - F_reg * G
    return (regular - 1j * irregular) / (regular + 1j * irregular)


S = s_matrix()
S_high = S[:, :l_max + 1]                           # j = l + 1/2, l = 0...
S_low = np.ones_like(S_high)                        # j = l - 1/2, l = 1...
S_low[:, 1:] = S[:, l_max + 1:]
l = np.arange(l_max + 1)
numerical = np.empty((len(strengths), len(theta)))
for i, th in enumerate(theta):
    P0, P1 = lpmv(0, l, np.cos(th)), lpmv(1, l, np.cos(th))
    direct = ((l + 1) * (S_high - 1) + l * (S_low - 1)) @ P0 / (2j * p)
    spin_flip = (S_low - S_high) @ P1 / (2j * p)
    numerical[:, i] = abs(direct)**2 + abs(spin_flip)**2

# The average over both charge signs removes the leading correction to Born.
weak_ratio = (numerical[0] + numerical[1]) / 2 / screened_born(theta, weak, mu)
assert np.max(abs(weak_ratio - 1)) < 1e-3, weak_ratio
electron_ratio = numerical[2] / screened_born(theta, Z * alpha, mu)
positron_ratio = numerical[3] / screened_born(theta, Z * alpha, mu)
assert electron_ratio[2] > 1 > positron_ratio[2]

# ---------- worked example ----------
print(f"nuclear charge number Z = {Z}")
print(f"coupling Z alpha = {Z * alpha:.5f}")
print(f"electron rest energy = {mass_mev:.6f} MeV")
print(f"hbar c = {hbarc:.4f} MeV fm")
print(f"kinetic energy = {kinetic:.3f} MeV")
print(f"total energy E = {energy:.5f} MeV")
print(f"momentum p c = {momentum:.5f} MeV")
print(f"speed beta = {beta:.5f}, beta^2 = {beta**2:.5f}")
print("angle (deg) | Rutherford (b/sr) | spin factor | Mott (b/sr)")
for deg, th in zip(angles, theta):
    R, factor = rutherford(th), spin_factor(th, beta)
    print(f"{deg:5.0f} | {R:.5f} | {factor:.5f} | {R * factor:.5f}")
keep, flip = helicity_probabilities(np.pi / 2, p)
print(f"90 deg: helicity conserved = {keep:.5f}, flipped = {flip:.5f}")
q90 = 2 * momentum * np.sin(np.pi / 4)
radius = 3.0
nuclear_mass = 27 * u_mev
print(f"90 deg: momentum transfer q c = {q90:.5f} MeV")
print(f"90 deg: q / hbar = {q90 / hbarc:.5f} 1/fm")
print(f"assumed rms charge radius = {radius:.1f} fm")
size_loss = (q90 * radius / hbarc)**2 / 3
print(f"90 deg: leading size reduction of cross section = {size_loss:.2e}")
print(f"nuclear rest energy taken as 27 u = {nuclear_mass:.0f} MeV")
print(f"90 deg: recoil energy = {q90**2 / (2 * nuclear_mass) * 1e6:.1f} eV")
print(f"radial test: screening mu = {mu:.2f} m")
print(f"radial test: range 1/mu = {1 / mu:.3f} reduced Compton wavelengths")
print(f"radial test: weak strength = {weak:.4f}, highest l = {l_max}")
screen90 = (q90**2 / (q90**2 + (mu * mass_mev)**2))**2
print(f"90 deg: screened / unscreened Born = {screen90:.5f}")
print("radial Dirac / first Born, same screening:")
print("angle (deg) | weak, mean of signs | electron Z=13 | positron Z=13")
for i, deg in enumerate(angles):
    print(f"{deg:5.0f} | {weak_ratio[i]:.5f} | "
          f"{electron_ratio[i]:.4f} | {positron_ratio[i]:.4f}")
print("all tests passed")
```

It prints:

```
nuclear charge number Z = 13
coupling Z alpha = 0.09487
electron rest energy = 0.510999 MeV
hbar c = 197.3270 MeV fm
kinetic energy = 1.000 MeV
total energy E = 1.51100 MeV
momentum p c = 1.42197 MeV
speed beta = 0.94108, beta^2 = 0.88563
angle (deg) | Rutherford (b/sr) | spin factor | Mott (b/sr)
   30 | 109.02154 | 0.94067 | 102.55373
   60 | 7.82739 | 0.77859 | 6.09435
   90 | 1.95685 | 0.55718 | 1.09033
  120 | 0.86971 | 0.33578 | 0.29203
  150 | 0.56198 | 0.17370 | 0.09761
90 deg: helicity conserved = 0.50000, flipped = 0.05718
90 deg: momentum transfer q c = 2.01097 MeV
90 deg: q / hbar = 0.01019 1/fm
assumed rms charge radius = 3.0 fm
90 deg: leading size reduction of cross section = 3.12e-04
nuclear rest energy taken as 27 u = 25150 MeV
90 deg: recoil energy = 80.4 eV
radial test: screening mu = 0.30 m
radial test: range 1/mu = 3.333 reduced Compton wavelengths
radial test: weak strength = 0.0030, highest l = 120
90 deg: screened / unscreened Born = 0.98848
radial Dirac / first Born, same screening:
angle (deg) | weak, mean of signs | electron Z=13 | positron Z=13
   30 | 1.00000 | 1.0618 | 0.9423
   60 | 1.00001 | 1.1077 | 0.9183
   90 | 1.00003 | 1.1307 | 0.9082
  120 | 1.00006 | 1.1296 | 0.9147
  150 | 1.00009 | 1.0900 | 0.9495
all tests passed
```
